# Marcus's outer-sphere reorganisation energy from two-step charging: a numerical check

```python
"""Outer-sphere reorganisation energy of two charged spheres in a polar medium.

Result under test (Rydberg units, e^2 = 2, lengths in bohr, energies in Ry):
  lambda = e^2 dz^2 [1/(2 a1) + 1/(2 a2) - 1/R] (1/eps_inf - 1/eps_0)
a1, a2: sphere radii; R: centre distance; dz: number of charges transferred;
eps_inf: response of the fast polarisation; eps_0: full static response.
For conducting spheres the bracket is the large-R form of d.C.d/2, where C is
the vacuum matrix of potential coefficients and d = (1, -1).
The conductor problem is solved by multipoles. Charging work from line integrals
of the field is compared with a volume integral of the polarisation functional.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.integrate import quad
from scipy.special import binom
from scipy import constants

E2 = 2.0
RY_IN_EV = constants.value("Rydberg constant times hc in eV")
N_MULTIPOLE = 50
ORDERS = np.arange(N_MULTIPOLE + 1)


def conductor_solution(a1, a2, R):
    """Return C, and scaled multipoles [unit charge, sphere, order]."""
    size = N_MULTIPOLE + 1
    coupling = (binom(ORDERS[:, None] + ORDERS[None, :], ORDERS[:, None])
                * (a1 / R) ** ORDERS[:, None] * (a2 / R) ** ORDERS[None, :] / R)
    S = np.block([[np.eye(size) / a1, coupling],
                  [coupling.T, np.eye(size) / a2]])
    mono = np.array([0, size])
    high = np.setdiff1d(np.arange(2 * size), mono)
    response = -np.linalg.solve(S[np.ix_(high, high)], S[np.ix_(high, mono)])
    C = S[np.ix_(mono, mono)] + S[np.ix_(mono, high)] @ response
    strengths = np.zeros((2 * size, 2))
    strengths[mono, [0, 1]] = 1.0
    strengths[high] = response
    return C, strengths.T.reshape(2, 2, size)


def multipole_potential(strength, radius, axial, rho):
    r = np.hypot(axial, rho)
    weights = strength * (radius / r)[:, None] ** ORDERS / r[:, None]
    return (weights * legvander(axial / r, N_MULTIPOLE)).sum(axis=1)


def multipole_field(strength, radius, axial, rho):
    """Axial and radial (cylindrical) field of one sphere's multipoles."""
    r = np.hypot(axial, rho)
    c, s = axial / r, rho / r
    P = legvander(c, N_MULTIPOLE)
    dP = np.zeros_like(P)
    dP[:, 1] = 1.0
    for n in range(1, N_MULTIPOLE):
        dP[:, n + 1] = dP[:, n - 1] + (2 * n + 1) * P[:, n]
    weights = strength * (radius / r)[:, None] ** ORDERS / r[:, None] ** 2
    e_r = ((ORDERS + 1) * weights * P).sum(axis=1)
    e_t = s * (weights * dP).sum(axis=1)
    return c * e_r - s * e_t, s * e_r + c * e_t


def marcus_bracket(a1, a2, R):
    return 1 / (2 * a1) + 1 / (2 * a2) - 1 / R


# Model parameters
a1, a2, R = 6.0, 8.0, 18.0
eps_inf, eps_0 = 2.0, 40.0
z_reactant, z_product = np.array([2.0, 3.0]), np.array([3.0, 2.0])
d = z_product - z_reactant
pekar = 1 / eps_inf - 1 / eps_0
C, strengths = conductor_solution(a1, a2, R)


def vacuum_fields(z, rho):
    """Fields of unit charge on sphere 1 and on sphere 2; z from centre 1."""
    result = []
    for unit in range(2):
        ax1, rad1 = multipole_field(strengths[unit, 0], a1, z, rho)
        ax2, rad2 = multipole_field(strengths[unit, 1], a2, R - z, rho)
        result.append([ax1 - ax2, rad1 + rad2])
    return np.array(result)


# The surfaces must be equipotentials with the values given by C.
cosines = np.linspace(-1, 1, 41)
sines = np.sqrt(1 - cosines ** 2)
for unit in range(2):
    for sphere, radius in enumerate((a1, a2)):
        own, rho = radius * cosines, radius * sines
        z = own if sphere == 0 else R - own
        phi = (multipole_potential(strengths[unit, 0], a1, z, rho)
               + multipole_potential(strengths[unit, 1], a2, R - z, rho))
        assert np.allclose(phi, C[sphere, unit], rtol=0, atol=1e-9)

# Coulomb averages over uniformly charged shells give 1/a and 1/R.
x, w = leggauss(100)
for radius in (a1, a2):
    self_average = quad(lambda c: 0.5 / (radius * np.sqrt(2 - 2 * c)), -1, 1)[0]
    assert abs(self_average * radius - 1) < 1e-7
dist = np.sqrt(R ** 2 + a2 ** 2 - 2 * R * a2 * x)
inverse = 1 / np.sqrt(dist[:, None] ** 2 + a1 ** 2 - 2 * dist[:, None] * a1 * x)
assert abs(0.25 * (w @ inverse @ w) * R - 1) < 1e-10

# Line integrals of the vacuum field from each outer pole to infinity.
line = np.zeros((2, 2))
for sphere, (radius, sign) in enumerate(((a1, -1.0), (a2, 1.0))):
    u, wu = 0.5 * (x + 1) / radius, 0.5 * w / radius
    z = (0.0 if sphere == 0 else R) + sign / u
    fields = vacuum_fields(z, np.zeros_like(z))
    line[sphere] = (sign * fields[:, 0, :] * wu / u ** 2).sum(axis=1)


def charging_work(start, end, slow_source=None):
    """Work in Ry; slow_source None means the slow polarisation follows."""
    work, steps = 0.0, 4
    dq = (end - start) / steps
    for k in range(steps):
        q = start + (k + 0.5) * dq      # midpoint rule, exact for linear response
        source = q if slow_source is None else slow_source
        phi = line @ (q - (1 - eps_inf / eps_0) * source) / eps_inf
        work += E2 * phi @ dq
    return work


# Volume quadrature outside both spheres, split by a plane between them.
x, w = leggauss(80)
plane = 0.5 * (a1 + R - a2)
zs, rhos, volumes = [], [], []
for sphere, (radius, gap) in enumerate(((a1, plane), (a2, R - plane))):
    for low in (-1.0, 0.0):
        c = low + 0.5 * (x + 1)
        u_min = np.maximum(c, 0) / gap
        width = 1 / radius - u_min
        u = u_min[:, None] + width[:, None] * 0.5 * (x + 1)
        weight = 2 * np.pi * 0.25 * w[:, None] * w * width[:, None] / u ** 4
        own = c[:, None] / u
        zs.append((own if sphere == 0 else R - own).ravel())
        rhos.append((np.sqrt(1 - c ** 2)[:, None] / u).ravel())
        volumes.append(weight.ravel())
volume = np.concatenate(volumes)
unit_fields = vacuum_fields(np.concatenate(zs), np.concatenate(rhos))


def functional(charges, slow_source, fast_scale=1.0):
    """Free energy in Ry with slow polarisation set by slow_source."""
    D = np.tensordot(charges, unit_fields, 1)
    D_slow = np.tensordot(slow_source, unit_fields, 1)
    P_s = (eps_0 - eps_inf) * D_slow / (4 * np.pi * eps_0)
    P_f = (fast_scale * (eps_inf - 1) * (D - 4 * np.pi * P_s)
           / (4 * np.pi * eps_inf))
    E = D - 4 * np.pi * (P_s + P_f)
    density = (E ** 2 / (8 * np.pi) + 2 * np.pi * P_f ** 2 / (eps_inf - 1)
               + 2 * np.pi * P_s ** 2 / (eps_0 - eps_inf))
    return E2 * (density.sum(axis=0) * volume).sum()


G_noneq = functional(z_product, z_reactant)
G_eq = functional(z_product, z_product)
lambda_field = G_noneq - G_eq
lambda_back = (functional(z_reactant, z_product)
               - functional(z_reactant, z_reactant))
slow_work = charging_work(np.zeros(2), z_reactant)
fast_work = charging_work(z_reactant, z_product, z_reactant)
corner = np.array([z_product[0], z_reactant[1]])
fast_work_other = (charging_work(z_reactant, corner, z_reactant)
                   + charging_work(corner, z_product, z_reactant))
lambda_conductor = 0.5 * E2 * pekar * d @ C @ d

assert abs(fast_work_other - fast_work) < 1e-8
assert abs(slow_work + fast_work - G_noneq) < 1e-7
assert abs(charging_work(np.zeros(2), z_product) - G_eq) < 1e-7
assert abs(lambda_field - lambda_conductor) < 1e-7
assert abs(lambda_back - lambda_field) < 1e-7
for scale in (0.9, 1.1):
    assert functional(z_product, z_reactant, scale) > G_noneq

# Derived step formulas with the leading coefficients 1/a1, 1/a2, 1/R.
C_lead = np.array([[1 / a1, 1 / R], [1 / R, 1 / a2]])
W1 = 0.5 * E2 * z_reactant @ C_lead @ z_reactant / eps_0
W2_static = E2 * d @ C_lead @ z_reactant / eps_0
W2_fast = 0.5 * E2 * d @ C_lead @ d / eps_inf
G_product = 0.5 * E2 * z_product @ C_lead @ z_product / eps_0
lambda_marcus = E2 * d[0] ** 2 * marcus_bracket(a1, a2, R) * pekar
assert abs(W1 + W2_static + W2_fast - G_product - lambda_marcus) < 1e-12

# The same step formulas with the full C against the numerical charging work.
assert abs(0.5 * E2 * z_reactant @ C @ z_reactant / eps_0 - slow_work) < 1e-8
assert abs(E2 * (d @ C @ z_reactant / eps_0 + d @ C @ d / (2 * eps_inf))
           - fast_work) < 1e-8


# Sign and order of the error of the leading bracket.
def conductor_bracket(distance):
    matrix = conductor_solution(a1, a2, distance)[0]
    return 0.5 * (matrix[0, 0] + matrix[1, 1] - 2 * matrix[0, 1])


def first_correction(distance):
    return -(a1 ** 3 + a2 ** 3) / (2 * distance ** 4)


remainders = [conductor_bracket(s) - marcus_bracket(a1, a2, s)
              - first_correction(s) for s in (200.0, 400.0)]
decay_order = np.log2(remainders[0] / remainders[1])
assert abs(decay_order - 6) < 0.15
scan = [15.0, 18.0, 24.0, 36.0, 72.0]
for s in scan:
    assert conductor_bracket(s) < marcus_bracket(a1, a2, s)

print(f"radius a1 = {a1:.1f} bohr, radius a2 = {a2:.1f} bohr")
print(f"centre distance R = {R:.1f} bohr")
print(f"eps_inf = {eps_inf:.1f}, eps_0 = {eps_0:.1f} (no unit)")
print(f"reactant charges = {z_reactant} e, product charges = {z_product} e")
print(f"1/(2 a1) = {1 / (2 * a1):.6f} 1/bohr")
print(f"1/(2 a2) = {1 / (2 * a2):.6f} 1/bohr")
print(f"1/R = {1 / R:.6f} 1/bohr")
print(f"bracket, simple formula = {marcus_bracket(a1, a2, R):.6f} 1/bohr")
print(f"1/eps_inf - 1/eps_0 = {pekar:.6f} (no unit)")
print("Simple formula, coefficients 1/a1, 1/a2, 1/R:")
print(f"  slow charging work W1 = {W1:.6f} Ry")
print(f"  fast step, part from reactant potentials = {W2_static:.6f} Ry")
print(f"  fast step, part from added charge = {W2_fast:.6f} Ry")
print(f"  fast charging work W2 = {W2_static + W2_fast:.6f} Ry")
print(f"  total W1 + W2 = {W1 + W2_static + W2_fast:.6f} Ry")
print(f"  equilibrium free energy of products = {G_product:.6f} Ry")
print(f"  lambda = {lambda_marcus:.6f} Ry = {lambda_marcus * RY_IN_EV:.4f} eV")
print("Conducting spheres, multipole solution:")
print(f"  C11 = {C[0, 0]:.6f}, C22 = {C[1, 1]:.6f}, C12 = {C[0, 1]:.6f} 1/bohr")
print(f"  W1 by line integrals = {slow_work:.6f} Ry")
print(f"  W2 by line integrals = {fast_work:.6f} Ry")
print(f"  nonequilibrium functional = {G_noneq:.6f} Ry")
print(f"  equilibrium functional = {G_eq:.6f} Ry")
print(f"  lambda from functional = {lambda_field:.6f} Ry")
print(f"  lambda from d.C.d = {lambda_conductor:.6f} Ry"
      f" = {lambda_conductor * RY_IN_EV:.4f} eV")
print(f"  lambda of reverse transfer = {lambda_back:.6f} Ry")
print(f"first correction to bracket = {first_correction(R):.6f} 1/bohr")
print(f"full correction to bracket = "
      f"{conductor_bracket(R) - marcus_bracket(a1, a2, R):.6f} 1/bohr")
print(f"decay order of remainder, R = 200 to 400 bohr: {decay_order:.3f}")
print("R (bohr), lambda simple (Ry), lambda conductors (Ry), excess (%)")
for s in scan:
    simple = E2 * pekar * marcus_bracket(a1, a2, s)
    full = E2 * pekar * conductor_bracket(s)
    print(f"  {s:5.1f}  {simple:.6f}  {full:.6f}  {100 * (simple / full - 1):.3f}")
print("finished without a failed check")
```

Running it gives:

```
radius a1 = 6.0 bohr, radius a2 = 8.0 bohr
centre distance R = 18.0 bohr
eps_inf = 2.0, eps_0 = 40.0 (no unit)
reactant charges = [2. 3.] e, product charges = [3. 2.] e
1/(2 a1) = 0.083333 1/bohr
1/(2 a2) = 0.062500 1/bohr
1/R = 0.055556 1/bohr
bracket, simple formula = 0.090278 1/bohr
1/eps_inf - 1/eps_0 = 0.475000 (no unit)
Simple formula, coefficients 1/a1, 1/a2, 1/R:
  slow charging work W1 = 0.061458 Ry
  fast step, part from reactant potentials = 0.000694 Ry
  fast step, part from added charge = 0.090278 Ry
  fast charging work W2 = 0.090972 Ry
  total W1 + W2 = 0.152431 Ry
  equilibrium free energy of products = 0.066667 Ry
  lambda = 0.085764 Ry = 1.1669 eV
Conducting spheres, multipole solution:
  C11 = 0.160406, C22 = 0.122614, C12 = 0.056196 1/bohr
  W1 by line integrals = 0.060487 Ry
  W2 by line integrals = 0.085773 Ry
  nonequilibrium functional = 0.146260 Ry
  equilibrium functional = 0.065212 Ry
  lambda from functional = 0.081049 Ry
  lambda from d.C.d = 0.081049 Ry = 1.1027 eV
  lambda of reverse transfer = 0.081049 Ry
first correction to bracket = -0.003467 1/bohr
full correction to bracket = -0.004963 1/bohr
decay order of remainder, R = 200 to 400 bohr: 6.040
R (bohr), lambda simple (Ry), lambda conductors (Ry), excess (%)
   15.0  0.075208  0.060850  23.596
   18.0  0.085764  0.081049  5.818
   24.0  0.098958  0.097739  1.248
   36.0  0.112153  0.111935  0.195
   72.0  0.125347  0.125334  0.010
finished without a failed check
```
